\section*{Biaxial modulus of a coherent cubic film with (111) surface}

\section{The cubic stiffness tensor in the axes of a (111) film}

\subsection{Quantities and sign conventions}

The film is a cubic crystal with stiffness constants $C_{11}$, $C_{12}$ and $C_{44}$, referred to the cube axes. The combination
\begin{equation}
K = C_{11}+2C_{12}
\end{equation}
occurs throughout. It is three times the bulk modulus: a pure dilation $\varepsilon_{ab}=e\,\delta_{ab}$ produces the stress $\sigma_{ab}=Ke\,\delta_{ab}$.

Strains $\varepsilon_{ij}$ are tensor strains. The engineering shear strain is $\gamma_{ij}=2\varepsilon_{ij}$ for $i\neq j$. Tensile stress and extension are positive. Indices $a,b,c,d$ refer to the cube axes and $i,j,k,l$ to the film axes. Repeated indices are summed unless a sum is written out or a particular component is named. Primes mark stiffness components in the film axes.

The relaxed film has lattice parameter $a_f$ and the substrate has $a_s$. Both are cubic, in parallel orientation, and the interface is coherent. Every in-plane direction of the film then has the same strain,
\begin{equation}
\varepsilon=\frac{a_s-a_f}{a_f}.
\end{equation}
A film with the larger lattice parameter is compressed, so $\varepsilon<0$. If the input is instead the misfit $f=(a_f-a_s)/a_s$, then $a_f=a_s(1+f)$ and
\begin{equation}
\varepsilon=\frac{1}{1+f}-1=-\frac{f}{1+f}.
\end{equation}
The sign is opposite, and because the denominators differ, the magnitudes of $\varepsilon$ and $f$ differ at second order in $f$.

The biaxial modulus $M_{111}$ is defined by $\sigma=M_{111}\varepsilon$, where $\sigma$ is the in-plane normal stress of a film with surface normal $[111]$ and a traction-free surface. The result to be derived is
\begin{equation}
M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.
\end{equation}

\subsection{Regime of the model}

The material obeys linear elasticity, with the relaxed film as the stress-free reference. The strain is uniform through the film. A uniform strain derives from a displacement linear in position, and its uniform stress satisfies equilibrium without body forces. Film edges, dislocations, surface stress and bending of the substrate are left out. The elastic constants must belong to the temperature and composition at which the stress is wanted. They must also include the relaxation of atoms inside the cell. In diamond and zincblende crystals the strain of a (111) film shifts the two sublattices against each other, so a $C_{44}$ computed with clamped internal coordinates is too large and overestimates $M_{111}$.

\subsection{Mechanical stability}

The signs of several denominators below rest on the stability of the crystal. In the cube axes, with normal strains $x,y,z$, the elastic energy density is
\begin{equation}
\begin{aligned}
w={}&\tfrac12C_{11}(x^2+y^2+z^2)+C_{12}(xy+yz+zx)\\
&+2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).
\end{aligned}
\end{equation}
The factor in the last line is $\tfrac12C_{44}\gamma^2=2C_{44}\varepsilon^2$ for each shear. The normal-strain part can be written as a sum of squares:
\begin{equation}
\begin{aligned}
&\frac{K}{6}(x+y+z)^2\\
&+\frac{C_{11}-C_{12}}{6}\left[(x-y)^2+(y-z)^2+(z-x)^2\right].
\end{aligned}
\end{equation}
To verify this, collect coefficients. That of $x^2$ is $K/6+2(C_{11}-C_{12})/6=C_{11}/2$, and that of $xy$ is $K/3-(C_{11}-C_{12})/3=C_{12}$. The other coefficients follow by permutation.

Dilation, unequal normal strains of zero sum, and shear can be imposed independently. The energy is therefore positive for every nonzero strain if and only if
\begin{equation}
K>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0.
\end{equation}
These conditions also give $C_{11}=[K+2(C_{11}-C_{12})]/3>0$. They do not require $C_{12}$ to be positive.

\subsection{Separating the part that changes on rotation}

The cubic tensor can be written as
\begin{equation}
\begin{aligned}
C_{abcd}={}&C_{12}\delta_{ab}\delta_{cd}
+C_{44}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})\\
&+H\sum_{m=1}^{3}\delta_{am}\delta_{bm}\delta_{cm}\delta_{dm},
\end{aligned}
\end{equation}
with
\begin{equation}
H=C_{11}-C_{12}-2C_{44}.
\end{equation}
Each type of component confirms the form. When all four indices are equal, the sum is $C_{12}+2C_{44}+H=C_{11}$. For $aabb$ with $a\neq b$, the first term alone contributes and gives $C_{12}$. For $abab$ or $abba$ with $a\neq b$, one of the two products multiplying $C_{44}$ equals one, which gives $C_{44}$. All remaining components vanish, as cubic symmetry requires.

The first two terms form an isotropic tensor. The last term remembers the cube axes, and $H$ measures the anisotropy. The material is elastically isotropic when $H=0$, that is, when $2C_{44}=C_{11}-C_{12}$.

\subsection{Film axes and transformation law}

The orthonormal film axes, written in cube components, are
\begin{equation}
\begin{aligned}
\mathbf e_1&=\tfrac{1}{\sqrt2}(1,-1,0),\\
\mathbf e_2&=\tfrac{1}{\sqrt6}(1,1,-2),\\
\mathbf e_3&=\tfrac{1}{\sqrt3}(1,1,1)=\mathbf n.
\end{aligned}
\end{equation}
They are right-handed: $(1,-1,0)\times(1,1,-2)=(2,2,2)$, which points along $\mathbf n$. Let $R_{ia}$ be component $a$ of $\mathbf e_i$, so that the rows of $R$ are the film axes.

A vector has film components $v'_i=R_{ia}v_a$. Stress carries two such factors, $\sigma'_{ij}=R_{ia}R_{jb}\sigma_{ab}$. Because $R$ is orthogonal, the inverse relation for strain is $\varepsilon_{cd}=R_{kc}R_{ld}\varepsilon'_{kl}$. Inserting both in $\sigma_{ab}=C_{abcd}\varepsilon_{cd}$ gives
\begin{equation}
C'_{ijkl}=R_{ia}R_{jb}R_{kc}R_{ld}C_{abcd}.
\end{equation}
An implementation that stores the film axes as columns must transpose the matrix before using this expression.

The isotropic terms keep their form because $R_{ia}R_{ja}=\delta_{ij}$. In the last term, each Kronecker delta selects one column of $R$. Hence
\begin{equation}
\begin{aligned}
C'_{ijkl}={}&C_{12}\delta_{ij}\delta_{kl}
+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\\
&+H S_{ijkl},
\end{aligned}
\end{equation}
\begin{equation}
S_{ijkl}=\sum_{a=1}^{3}R_{ia}R_{ja}R_{ka}R_{la}.
\end{equation}
The rotation has been reduced to sums of three products. The value of $S_{ijkl}$ does not depend on the order of its indices.

\subsection{Evaluation of the sums}

The products of two direction cosines, listed for $a=1,2,3$, are
\begin{equation}
\begin{aligned}
R_{1a}^2&:\ \left(\tfrac12,\tfrac12,0\right),\\
R_{2a}^2&:\ \left(\tfrac16,\tfrac16,\tfrac23\right),\\
R_{3a}^2&:\ \left(\tfrac13,\tfrac13,\tfrac13\right),\\
R_{1a}R_{2a}&:\ \tfrac{1}{\sqrt{12}}(1,-1,0),\\
R_{1a}R_{3a}&:\ \tfrac{1}{\sqrt6}(1,-1,0),\\
R_{2a}R_{3a}&:\ \tfrac{1}{\sqrt{18}}(1,1,-2).
\end{aligned}
\end{equation}
Each $S_{ijkl}$ is the scalar product of two of these lists. The sums for normal strains are
\begin{equation}
\begin{aligned}
S_{1111}&=\tfrac14+\tfrac14=\tfrac12,\\
S_{2222}&=\tfrac1{36}+\tfrac1{36}+\tfrac49=\tfrac12,\\
S_{1122}&=\tfrac1{12}+\tfrac1{12}=\tfrac16,\\
S_{1133}&=\tfrac16+\tfrac16=\tfrac13,\\
S_{2233}&=\tfrac1{18}+\tfrac1{18}+\tfrac29=\tfrac13,\\
S_{3333}&=\tfrac19+\tfrac19+\tfrac19=\tfrac13.
\end{aligned}
\end{equation}
Two sums couple an in-plane normal strain to an out-of-plane shear:
\begin{equation}
\begin{aligned}
S_{1123}&=\frac{1}{\sqrt{18}}\left(\frac12+\frac12\right)=\frac{1}{3\sqrt2},\\
S_{2223}&=\frac{1}{\sqrt{18}}\left(\frac16+\frac16-\frac43\right)=-\frac{1}{3\sqrt2}.
\end{aligned}
\end{equation}
They are equal and opposite.

The remaining sums follow from the same lists. Those with two 3s among their indices contain the constant factor $R_{3a}^2=1/3$, so orthogonality gives
\begin{equation}
S_{ij33}=\frac13\sum_aR_{ia}R_{ja}=\frac13\delta_{ij}.
\end{equation}
Thus $S_{3323}$, $S_{3313}$, $S_{3312}$ and $S_{1323}$ vanish, while $S_{1313}=S_{2323}=1/3$. The sums $S_{1113}$, $S_{2213}$, $S_{1112}$ and $S_{2212}$ vanish because the first two entries cancel and the third is zero. Index symmetry gives $S_{1212}=S_{1122}=1/6$, $S_{1213}=S_{1123}$ and $S_{1223}=S_{2213}=0$.

\subsection{The rotated constants}

The isotropic terms contribute $C_{12}+2C_{44}$ to $C'_{1111}$, $C_{12}$ to $C'_{1122}$, and $C_{44}$ to $C'_{2323}$. In two-index notation,
\begin{equation}
\begin{aligned}
C'_{11}=C'_{22}&=C_{12}+2C_{44}+\tfrac12H\\
&=\tfrac12(C_{11}+C_{12}+2C_{44}),\\
C'_{12}&=C_{12}+\tfrac16H\\
&=\tfrac16(C_{11}+5C_{12}-2C_{44}),\\
C'_{13}=C'_{23}&=C_{12}+\tfrac13H\\
&=\tfrac13(C_{11}+2C_{12}-2C_{44})\\
&=\tfrac13(K-2C_{44}),\\
C'_{33}&=C_{12}+2C_{44}+\tfrac13H\\
&=\tfrac13(C_{11}+2C_{12}+4C_{44})\\
&=\tfrac13(K+4C_{44}).
\end{aligned}
\end{equation}
The shear constants are
\begin{equation}
\begin{aligned}
C'_{44}=C'_{55}&=C_{44}+\tfrac13H=\tfrac13(C_{11}-C_{12}+C_{44}),\\
C'_{66}&=C_{44}+\tfrac16H=\tfrac16(C_{11}-C_{12}+4C_{44}),\\
q&=C'_{1123}=-C'_{2223}=C'_{1312}=\frac{H}{3\sqrt2}.
\end{aligned}
\end{equation}

With the component order $11,22,33,23,13,12$ and engineering shear strains, the stiffness matrix is
\begin{equation}
\begin{pmatrix}
C'_{11}&C'_{12}&C'_{13}&q&0&0\\
C'_{12}&C'_{11}&C'_{13}&-q&0&0\\
C'_{13}&C'_{13}&C'_{33}&0&0&0\\
q&-q&0&C'_{44}&0&0\\
0&0&0&0&C'_{44}&q\\
0&0&0&0&q&C'_{66}
\end{pmatrix}.
\end{equation}
No factors of two appear in this matrix: the pair $\varepsilon_{23}$ and $\varepsilon_{32}$ is already combined in $\gamma_{23}$. The sign of $q$ depends on the choice of in-plane axes. A half-turn about $\mathbf n$ reverses $\mathbf e_1$ and $\mathbf e_2$. Each component represented by $q$ has three in-plane indices and therefore changes sign. The biaxial modulus must not depend on this choice.

\subsection{Checks and response to equal in-plane strain}

A dilation produces an isotropic stress in any axes, so $C'_{ijkk}=K\delta_{ij}$. Two useful consequences are
\begin{equation}
C'_{11}+C'_{12}+C'_{13}=K,\qquad 2C'_{13}+C'_{33}=K.
\end{equation}
They detect many errors in a rotated matrix, although they do not determine all its elements.

For the round parameters $C_{11}=160$, $C_{12}=60$ and $C_{44}=80$ GPa, one has $K=280$ GPa and $H=-60$ GPa. The formulas give $C'_{11}=190$, $C'_{12}=50$, $C'_{13}=40$ and $C'_{33}=200$ GPa. The two checks read $190+50+40=280$ and $2\times40+200=280$. The coupling is $q=-60/(3\sqrt2)=-14.14$ GPa.

For equal in-plane strains, the relevant sums can be combined without choosing $\mathbf e_1$ and $\mathbf e_2$. Since $\sum_kR_{ka}^2=1$ for each cube axis $a$,
\begin{equation}
\begin{aligned}
S_{ij11}+S_{ij22}
&=\sum_aR_{ia}R_{ja}(1-R_{3a}^2)\\
&=\delta_{ij}-S_{ij33}=\tfrac23\delta_{ij}.
\end{aligned}
\end{equation}
The anisotropic part of the response has no off-diagonal component. Equal in-plane strains therefore produce no shear stress in the film axes, whatever the azimuth of $\mathbf e_1$. The reason is geometrical: $[111]$ makes the same angle with all three cube axes.

\section{The traction-free film and its biaxial modulus}

\subsection{Symbols and results carried over}

The cube constants are $C_{11},C_{12},C_{44}$, with $K=C_{11}+2C_{12}$ and $H=C_{11}-C_{12}-2C_{44}$. Film axis 3 is the normal $\mathbf n=[111]/\sqrt3$, and $\varepsilon=(a_s-a_f)/a_f$ is the equal in-plane strain. Stability requires $K>0$, $C_{11}>C_{12}$ and $C_{44}>0$. The rotated constants needed here are
\begin{equation}
\begin{aligned}
C'_{11}+C'_{12}&=\tfrac23(K+C_{44}),\\
C'_{13}&=\tfrac13(K-2C_{44}),\\
C'_{33}&=\tfrac13(K+4C_{44}),\\
C'_{44}&=\tfrac13(C_{11}-C_{12}+C_{44}),\\
q&=C'_{1123}=-C'_{2223}=H/(3\sqrt2).
\end{aligned}
\end{equation}
The first line is the sum $\tfrac16(3C_{11}+3C_{12}+6C_{44})+\tfrac16(C_{11}+5C_{12}-2C_{44})=\tfrac16(4C_{11}+8C_{12}+4C_{44})$.

\subsection{The three surface conditions}

Coherence fixes $\varepsilon_{11}=\varepsilon_{22}=\varepsilon$ and $\varepsilon_{12}=0$. The surface condition $\sigma_{i3}=0$ supplies three equations for the three free strains. From the stiffness matrix,
\begin{equation}
\begin{aligned}
\sigma_{13}&=C'_{44}\gamma_{13}=0,\\
\sigma_{23}&=q\varepsilon-q\varepsilon+C'_{44}\gamma_{23}=0,\\
\sigma_{33}&=2C'_{13}\varepsilon+C'_{33}\varepsilon_{33}=0.
\end{aligned}
\end{equation}
Since $C'_{44}>0$, both shear strains vanish. Since $C'_{33}>0$, the last equation has the unique solution
\begin{equation}
\varepsilon_{33}=-\frac{2C'_{13}}{C'_{33}}\varepsilon
=-\frac{2(K-2C_{44})}{K+4C_{44}}\varepsilon.
\end{equation}
The film expands along its normal under in-plane compression if $K>2C_{44}$. If $K<2C_{44}$, it contracts along the normal as well; stability does not forbid this.

The cancellation in $\sigma_{23}$ requires equal in-plane strains. If $\varepsilon_{11}\neq\varepsilon_{22}$, the driving term is $q(\varepsilon_{11}-\varepsilon_{22})$, and an anisotropic film shears out of plane.

\subsection{The modulus}

The in-plane stresses are equal because the terms in $q$ multiply vanishing shear strains:
\begin{equation}
\begin{aligned}
\sigma&=(C'_{11}+C'_{12})\varepsilon+C'_{13}\varepsilon_{33}\\
&=\left(C'_{11}+C'_{12}-\frac{2C'^2_{13}}{C'_{33}}\right)\varepsilon.
\end{aligned}
\end{equation}
The in-plane shear stress also vanishes. The bracket is $M_{111}$. In the second term, $2\times\tfrac19$ divided by $\tfrac13$ is $\tfrac23$, so
\begin{equation}
\begin{aligned}
M_{111}&=\frac23\left[K+C_{44}-\frac{(K-2C_{44})^2}{K+4C_{44}}\right]\\
&=\frac23\,\frac{(K+C_{44})(K+4C_{44})-(K-2C_{44})^2}{K+4C_{44}}.
\end{aligned}
\end{equation}
The two products are
\begin{equation}
\begin{aligned}
(K+C_{44})(K+4C_{44})&=K^2+5KC_{44}+4C_{44}^2,\\
(K-2C_{44})^2&=K^2-4KC_{44}+4C_{44}^2.
\end{aligned}
\end{equation}
Their difference is $9KC_{44}$, and therefore
\begin{equation}
M_{111}=\frac{6KC_{44}}{K+4C_{44}}
=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.
\end{equation}

\subsection{Why two elastic combinations suffice}

The inverse of the result separates into two compliances:
\begin{equation}
\frac1{M_{111}}=\frac{1}{6C_{44}}+\frac{2}{3K}.
\end{equation}
This can be derived without rotating the stiffness tensor. In the cube axes, the equibiaxial stress $\sigma(\delta_{ab}-n_an_b)$ has diagonal elements $2\sigma/3$ and off-diagonal elements $-\sigma/3$. The equal diagonal stresses produce diagonal strains $2\sigma/(3K)$. The shear stresses produce tensor shear strains $-\sigma/(6C_{44})$.

For an in-plane unit vector $\mathbf t$, $t_1+t_2+t_3=0$. Squaring this relation gives $2(t_1t_2+t_2t_3+t_3t_1)=-1$. The strain along $\mathbf t$ is therefore the diagonal strain minus the off-diagonal strain, $2\sigma/(3K)+\sigma/(6C_{44})$, as stated.

The loading contains dilation and shear on the cube planes, but no difference between normal strains along the cube axes. At fixed $K$, $C_{11}-C_{12}$ therefore cannot enter. When $C_{44}\ll K$, the modulus tends to $6C_{44}$; when $K\ll C_{44}$, it tends to $3K/2$. To first order, errors in the input constants propagate as
\begin{equation}
\frac{\delta M_{111}}{M_{111}}=
\frac{K}{K+4C_{44}}\frac{\delta C_{44}}{C_{44}}
+\frac{4C_{44}}{K+4C_{44}}\frac{\delta K}{K}.
\end{equation}
This follows by differentiating $1/M_{111}$ and multiplying by $-M_{111}$.

\subsection{Elastic energy}

With zero out-of-plane shear, the energy density as a function of the normal strain is
\begin{equation}
w=(C'_{11}+C'_{12})\varepsilon^2+2C'_{13}\varepsilon\varepsilon_{33}
+\tfrac12C'_{33}\varepsilon_{33}^2.
\end{equation}
Shears would add $\tfrac12C'_{44}(\gamma_{13}^2+\gamma_{23}^2)$; their linear terms cancel. The derivative with respect to $\varepsilon_{33}$ is $\sigma_{33}$, so the traction-free state is the energy minimum. At this minimum the two in-plane stresses give
\begin{equation}
w=\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M_{111}\varepsilon^2.
\end{equation}
There is no further factor of one half. For film thickness $h$, the energy per interface area is $M_{111}\varepsilon^2h$ to leading order in strain.

\subsection{Comparison with a (001) film}

For a (001) film, the cube axes are film axes. The condition $\sigma_{33}=2C_{12}\varepsilon+C_{11}\varepsilon_{33}=0$ gives
\begin{equation}
\begin{aligned}
M_{001}&=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\\
&=\frac{(C_{11}-C_{12})K}{C_{11}}.
\end{aligned}
\end{equation}
On a common denominator, the difference of the moduli is
\begin{equation}
M_{111}-M_{001}=K\,
\frac{6C_{11}C_{44}-(C_{11}-C_{12})(K+4C_{44})}{C_{11}(K+4C_{44})}.
\end{equation}
The terms in the numerator containing $C_{44}$ are $C_{44}(6C_{11}-4C_{11}+4C_{12})=2KC_{44}$. Hence
\begin{equation}
M_{111}-M_{001}=
\frac{K^2(2C_{44}-C_{11}+C_{12})}{C_{11}(K+4C_{44})}.
\end{equation}
The (111) film is the stiffer of the two if and only if $2C_{44}>C_{11}-C_{12}$.

At equality the crystal is isotropic. With Lam\'e constants $\lambda,\mu$, one has $K=3\lambda+2\mu$, $C_{44}=\mu$ and $K+4C_{44}=3(\lambda+2\mu)$. Thus
\begin{equation}
M_{111}=\frac{2\mu(3\lambda+2\mu)}{\lambda+2\mu}=\frac{E}{1-\nu}.
\end{equation}
The last equality uses Young's modulus $E=\mu(3\lambda+2\mu)/(\lambda+\mu)$ and Poisson's ratio $\nu=\lambda/[2(\lambda+\mu)]$, for which $1-\nu=(\lambda+2\mu)/[2(\lambda+\mu)]$.

\subsection{Other surface orientations}

For a general unit normal $\mathbf n$, write the strain in cube axes as
\begin{equation}
\varepsilon_{ab}=\varepsilon\delta_{ab}+\tfrac12(g_an_b+n_ag_b).
\end{equation}
The vector $\mathbf g$ leaves the in-plane strain unchanged. The dilation gives the traction $K\varepsilon\mathbf n$, and the second part gives $\Gamma\mathbf g$, where contraction of the separated stiffness tensor yields
\begin{equation}
\begin{aligned}
\Gamma_{ac}={}&C_{44}\delta_{ac}+(C_{12}+C_{44})n_an_c\\
&+Hn_a^2\delta_{ac}\quad\text{(no sum)}.
\end{aligned}
\end{equation}
The surface condition is solved by $\mathbf g=-K\varepsilon\,\Gamma^{-1}\mathbf n$. The inverse exists because $\mathbf g\cdot\Gamma\mathbf g$ is twice the elastic energy density of the second part of the strain, which is positive for $\mathbf g\neq0$.

There is no out-of-plane shear when $\mathbf g$ is parallel to $\mathbf n$, that is, when $\mathbf n$ is an eigenvector of $\Gamma$. For $H\neq0$ this requires $n_a^3=\lambda_n n_a$ with one number $\lambda_n$ for all $a$. All nonzero components must have equal magnitude, which selects the $\langle100\rangle$, $\langle110\rangle$ and $\langle111\rangle$ normals. Absence of shear does not by itself make the two in-plane stresses equal. For other orientations, the full stress should be calculated from $\mathbf g$. With the example constants, a (113) film has an engineering shear of magnitude $0.405|\varepsilon|$.

\subsection{Worked example}

The model film has $C_{11}=160$, $C_{12}=60$, $C_{44}=80$ GPa and $K=280$ GPa. Its modulus is
\begin{equation}
M_{111}=\frac{6\times80\times280}{280+4\times80}=224\ \text{GPa}.
\end{equation}
Direct solution of the surface conditions and minimisation of the energy give the same value. The (001) modulus is $(160-60)\times280/160=175$ GPa. Using it for the (111) film gives a stress 21.9\% too small, relative to the correct one. Forbidding normal relaxation gives $C'_{11}+C'_{12}=240$ GPa, which is 7.1\% too large on the same basis.

Changing $C_{11}$ and $C_{12}$ to 180 and 50 GPa leaves $K$ unchanged. Then $M_{111}$ remains 224 GPa, while $M_{001}$ rises to 202 GPa.

With the original constants, $a_f=0.5500$ nm and $a_s=0.5445$ nm, the strains and stress are
\begin{equation}
\begin{aligned}
\varepsilon&=\frac{0.5445-0.5500}{0.5500}=-0.0100,\\
\varepsilon_{33}&=-2\times\frac{40}{200}\times(-0.0100)=0.0040,\\
\sigma&=224\times(-0.0100)=-2.24\ \text{GPa}.
\end{aligned}
\end{equation}
The film is compressed in its plane and expands along its normal. The (111) plane spacing grows from $a_f/\sqrt3=0.3175$ nm to $0.3175\times1.0040=0.3188$ nm.

The cubic cell becomes rhombohedral. In cube axes the strain has equal off-diagonal elements $o=(\varepsilon_{33}-\varepsilon)/3$. Two cube edges each tilt towards the other by $o$, so to first order the angle between them is
\begin{equation}
\alpha=\frac{\pi}{2}-\frac{2(\varepsilon_{33}-\varepsilon)}{3}.
\end{equation}
Here the reduction is $2\times0.0140/3=0.0093$ rad, which gives $89.465^\circ$. The angle calculated from the deformed cell vectors is $89.461^\circ$; the difference is of second order in strain.

The energy density is $224\times10^9\times(0.0100)^2=2.24\times10^7$ J/m$^3$, or 22.4 MJ/m$^3$, equivalent to 0.140 eV/nm$^3$. For a thickness of 10 nm, the energy per area is $2.24\times10^7\times10^{-8}=0.224$ J/m$^2$. These values belong to the linear model; at 1\% strain a real film also has nonlinear corrections, which the three constants used here cannot supply. Coherence is assumed as well: at 1\% misfit a thickness of 10 nm is comparable to the critical thickness for misfit dislocations, so a real film may already be partly relaxed. The numerical output lists the values to more digits.

\subsection{Conditions for use}

The formula requires equal in-plane elastic strains, a (111) normal and a traction-free surface. It also leaves out electrical coupling. A strained zincblende (111) layer is piezoelectrically polarised along its normal; if the resulting field is not screened, the modulus is somewhat larger than the formula gives, by a fraction of a percent for a weak piezoelectric such as GaAs. For a partly relaxed film, $\varepsilon$ must be the remaining elastic strain, not the full lattice mismatch. If that strain is unequal in the two in-plane directions, the stiffness matrix must be used with all three surface conditions. For a miscut surface, the general solution with $\Gamma$ applies. Near an edge or a dislocation the strain is not uniform, and a single modulus does not describe the local stress.

\section*{Calculated quantities}
\begin{verbatim}
C11, C12, C44 = 160, 60, 80 GPa
K = C11 + 2 C12 = 280 GPa
H = C11 - C12 - 2 C44 = -60 GPa
rotated C'11 = 190.00 GPa
rotated C'12 = 50.00 GPa
rotated C'13 = 40.00 GPa
rotated C'33 = 200.00 GPa
rotated C'1123 = -14.14 GPa
rotated C'2223 = 14.14 GPa
rotated C'2323 = 60.00 GPa
M111 from traction conditions = 224.000 GPa
M111 from formula = 224.000 GPa
M111 from energy minimum = 224.000 GPa
largest relative error, 30 random crystals = 6.7e-16
M001 = 175.000 GPa
M111 - M001 = 49.000 GPa
error of using M001 for (111) = -21.88 %
modulus without normal relaxation = 240.000 GPa
error without normal relaxation = 7.14 %
changed C11, C12 = 180, 50 GPa
M111 after change = 224.000 GPa
M001 after change = 202.222 GPa
(113) engineering shear / in-plane strain = 0.4052
film lattice parameter = 0.5500 nm
substrate lattice parameter = 0.5445 nm
in-plane strain = -0.01000
normal strain / in-plane strain = -0.4000
normal strain = 0.00400
in-plane stress = -2.240 GPa
relaxed (111) spacing = 0.31754 nm
strained (111) spacing = 0.31881 nm
cell angle, deformed cell = 89.461 degrees
cell angle, linear formula = 89.465 degrees
energy density = 22.400 MJ/m^3
energy density, converted = 0.1398 eV/nm^3
film thickness = 10.0 nm
elastic energy per area = 0.2240 J/m^2
\end{verbatim}
